# Surface Strain, Adsorbate Chemical Potential and Surface Stress: a Maxwell Relation

A strained crystal surface binds adsorbates differently from an unstrained one, and adsorbates change the stress in the surface that carries them. This problem finds how the two effects are connected, then evaluates them for a model of oxygen on a close-packed metal surface.

Consider a surface patch whose area at zero strain is \(A_0\). This reference area labels a fixed piece of crystal and does not change when the crystal is stretched. The patch carries \(N\) adsorbates at temperature \(T\). The in-plane strain \(\varepsilon_{ij}\) is a symmetric stretch along fixed axes, positive for extension. The amount of substrate is fixed, its faces are free of normal load, and no adsorbate dissolves in it. The adsorbed layer is in equilibrium at the given \(N\), \(T\) and strain.

## (a) Which energy belongs to the surface?

**Define the surface stress and the chemical potential from a free energy per reference area, and show what becomes of the bulk elastic energy.**

The Helmholtz free energy of a slab with one adsorbate-covered face can be divided as

\[
F_{\rm slab}=F_{\rm clean}(T,\varepsilon)+F_{\rm ads}(T,\varepsilon,N).
\]

The first term is the free energy of the same slab without adsorbates. It contains the strained bulk and both clean faces. The second is defined as the remainder, so it includes the substrate relaxation caused by adsorption.

Let \(F\) be the surface excess: \(F_{\rm ads}\) plus the clean-surface part of the covered face. With

\[
f=\frac{F}{A_0},\qquad n=\frac{N}{A_0},
\]

define

\[
\tau_{ij}=\left(\frac{\partial f}{\partial\varepsilon_{ij}}\right)_{T,n},
\qquad
\mu=\left(\frac{\partial F}{\partial N}\right)_{T,\varepsilon}
=\left(\frac{\partial f}{\partial n}\right)_{T,\varepsilon}.
\]

The last equality holds because \(dF=A_0\,df\) and \(dN=A_0\,dn\), with \(A_0\) constant. Therefore

\[
df=-s\,dT+\tau_{ij}\,d\varepsilon_{ij}+\mu\,dn ,
\]

where \(s\) is the excess entropy per reference area and repeated indices are summed. A positive \(\tau_{xx}\) is tensile: stretching the surface along \(x\) then costs free energy. The stress is a force per reference length, which has the same dimension as energy per area.

The bulk energy depends on strain but not on \(N\). It contributes to the total force on the slab, but it vanishes from \(\mu\) and from any change of stress with \(n\).

## (b) The connection between the two responses

**Find the relation between the strain derivative of \(\mu\) and the density derivative of \(\tau_{ij}\). Then treat a patch with a whole number of adsorbates, and equibiaxial strain.**

Where \(f\) has continuous second derivatives, the order of differentiation does not matter. Hence

\[
\left(\frac{\partial\mu}{\partial\varepsilon_{ij}}\right)_{T,n}
=\frac{\partial^2 f}{\partial\varepsilon_{ij}\,\partial n}
=\frac{\partial^2 f}{\partial n\,\partial\varepsilon_{ij}}
=\left(\frac{\partial\tau_{ij}}{\partial n}\right)_{T,\varepsilon}.
\]

This is the required Maxwell relation. Both sides are energies, since strain is dimensionless and stress divided by number density is energy per adsorbate. For shear, the engineering strain \(2\varepsilon_{xy}\) is the variable conjugate to \(\tau_{xy}\), and the same relation holds for that pair.

The physical content is a closed cycle. Take the patch from \((N,0)\) to \((N+1,\varepsilon)\), where the second entry is a strain along \(x\). Adding the adsorbate first and stretching afterwards costs

\[
F(N+1,0)-F(N,0)+A_0\int_0^\varepsilon\tau_{xx}(N+1,\varepsilon')\,d\varepsilon'.
\]

Stretching first and adding the adsorbate afterwards costs

\[
A_0\int_0^\varepsilon\tau_{xx}(N,\varepsilon')\,d\varepsilon'
+F(N+1,\varepsilon)-F(N,\varepsilon).
\]

The end states are the same, so the costs are equal. With \(\mu_N(\varepsilon)=F(N+1,\varepsilon)-F(N,\varepsilon)\),

\[
\mu_N(\varepsilon)-\mu_N(0)
=A_0\int_0^\varepsilon\left[\tau_{xx}(N+1,\varepsilon')-\tau_{xx}(N,\varepsilon')\right]d\varepsilon'.
\]

If an adsorbate makes the surface stress more compressive, it helps the surface to stretch. Its chemical potential then falls under tension.

For equibiaxial strain, \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon\), the chain rule adds two components:

\[
\left(\frac{\partial\mu}{\partial\varepsilon}\right)_n
=\frac{\partial\tau_{xx}}{\partial n}+\frac{\partial\tau_{yy}}{\partial n}
=2\,\frac{\partial\tau}{\partial n},
\]

where the last form requires isotropic surface stress, \(\tau_{xx}=\tau_{yy}=\tau\). The factor 2 arises because \(\varepsilon\) is the stretch of each axis; it would be absent if the strain variable were the fractional area change \(2\varepsilon\).

## (c) Does atomic relaxation spoil the relation?

**Express the stress through microscopic energies, and decide whether the relaxation of atoms under strain adds a term at zero temperature.**

For states with energies \(E_a(\varepsilon)\), the free energy is \(F=-kT\ln\sum_a e^{-E_a/kT}\). Differentiation gives

\[
A_0\tau_{ij}=\frac{\partial F}{\partial\varepsilon_{ij}}
=\frac{\sum_a(\partial E_a/\partial\varepsilon_{ij})\,e^{-E_a/kT}}{\sum_a e^{-E_a/kT}}
=\left\langle\frac{\partial E}{\partial\varepsilon_{ij}}\right\rangle .
\]

At zero temperature, with classical nuclei, the energy is \(E(\varepsilon,R)\) at relaxed atomic positions \(R(\varepsilon)\). Its total derivative is

\[
\frac{dE}{d\varepsilon_{ij}}
=\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_R
+\sum_\alpha\frac{\partial E}{\partial R_\alpha}\frac{dR_\alpha}{d\varepsilon_{ij}}.
\]

Here \(R\) denotes positions scaled with the strain, so that the first term stretches all atoms uniformly. At a relaxed minimum \(\partial E/\partial R_\alpha=0\), and the second term vanishes. Relaxation does change the positions at which the first term is evaluated, and it enters the second derivatives. No separate correction to the Maxwell relation is needed.

A slab model tests this. It has four close-packed layers with four metal atoms each, spaced by 0.277 nm in the plane. Pairs interact through \(D[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}]\), with \((D,\alpha,r_0)=(0.5\ {\rm eV},25\ {\rm nm}^{-1},0.277\ {\rm nm})\) between metal atoms and \((1.0\ {\rm eV},20\ {\rm nm}^{-1},0.20\ {\rm nm})\) between metal and adsorbate. Adsorbates repel each other with the pair energy given in part (f). This is a generic solid, not a calculation for platinum.

Relaxed energies at strains \(\pm2\times10^{-4}\) along \(x\) give the strain derivative of the adsorption energy. Pair forces at zero strain give the stress change separately. For the first adsorbate both are 0.625 eV. For the second they are −0.2872 and −0.2871 eV. The second adsorbate completes a row along \(x\), and the response to strain in that direction changes sign; along \(y\) it stays positive. The relation follows the change of sign.

Going from four to six layers raises the clean-slab value of \(\partial E/\partial\varepsilon_{xx}\) from 8.69 to 14.03 eV, because this slab is under in-plane stress. The change caused by the first adsorbate moves from 0.6250 to 0.6253 eV. The bulk contribution has cancelled, as found in part (a).

## (d) A surface open to a reservoir

**Fix \(\mu\) instead of \(n\). Find the coverage response, the link to surface free energy per actual area, and the form of the relation when two adsorbate phases coexist.**

The function suited to fixed \(\mu\) is \(\omega=f-\mu n\). Its differential is

\[
\begin{aligned}
d\omega&=df-\mu\,dn-n\,d\mu\\
&=-s\,dT+\tau_{ij}\,d\varepsilon_{ij}-n\,d\mu .
\end{aligned}
\]

Equality of its mixed derivatives gives

\[
\left(\frac{\partial n}{\partial\varepsilon_{ij}}\right)_{T,\mu}
=-\left(\frac{\partial\tau_{ij}}{\partial\mu}\right)_{T,\varepsilon}.
\]

This agrees with part (b). Setting \(d\mu=0\) in \(\mu(\varepsilon,n)\) gives

\[
\left(\frac{\partial n}{\partial\varepsilon_{ij}}\right)_\mu
=-\frac{(\partial\mu/\partial\varepsilon_{ij})_n}{(\partial\mu/\partial n)_\varepsilon}.
\]

A stable layer has \((\partial\mu/\partial n)_\varepsilon>0\). Strain that lowers \(\mu\) at fixed density therefore raises the density at fixed \(\mu\).

Let \(J\) be the actual area divided by the reference area, and let \(\gamma=\omega/J\) be the surface free energy per actual area. Then

\[
\tau_{ij}=\left(\frac{\partial(J\gamma)}{\partial\varepsilon_{ij}}\right)_\mu
=\gamma\,\frac{\partial J}{\partial\varepsilon_{ij}}
+J\left(\frac{\partial\gamma}{\partial\varepsilon_{ij}}\right)_\mu .
\]

To first order \(J=1+\varepsilon_{xx}+\varepsilon_{yy}\), so at zero strain

\[
\tau_{ij}=\gamma\,\delta_{ij}+\left(\frac{\partial\gamma}{\partial\varepsilon_{ij}}\right)_\mu .
\]

This is the Shuttleworth equation. Surface stress and surface free energy are different quantities, and it is the stress that enters the Maxwell relation.

At a first-order transition, phases 1 and 2 coexist when \(\omega_1=\omega_2\). Along the coexistence line at fixed \(T\), for strain along \(x\),

\[
\tau_1\,d\varepsilon-n_1\,d\mu=\tau_2\,d\varepsilon-n_2\,d\mu .
\]

Collecting terms gives

\[
\frac{d\mu_{\rm co}}{d\varepsilon}=\frac{\tau_2-\tau_1}{n_2-n_1}.
\]

Finite differences between the phases replace the derivatives. This form neglects the energy of domain boundaries and the elastic interaction of domains. At the ends of the coexistence range \(\partial\tau/\partial n\) can jump, and the derivative form has no unique value there. If the layer shows hysteresis, \(f\) is no longer a single function of \(\varepsilon\) and \(n\), and the argument of part (b) does not apply to the measured loop.

## (e) Why the reference area matters

**Replace \(n\) by the density per actual area, \(\Gamma=n/J\). Find the changed relation and apply it to a dilute mobile gas.**

At fixed \(\Gamma\), stretching requires additional adsorbates, because \(n=J\Gamma\) grows. The chain rule gives

\[
\left(\frac{\partial\mu}{\partial\varepsilon_{ij}}\right)_\Gamma
=\left(\frac{\partial\mu}{\partial\varepsilon_{ij}}\right)_n
+\left(\frac{\partial\mu}{\partial n}\right)_\varepsilon\Gamma\,\frac{\partial J}{\partial\varepsilon_{ij}}.
\]

At zero strain \(J=1\) and \(\partial J/\partial\varepsilon_{ij}=\delta_{ij}\). With part (b),

\[
\left(\frac{\partial\mu}{\partial\varepsilon_{ij}}\right)_\Gamma
=\left(\frac{\partial\tau_{ij}}{\partial n}\right)_\varepsilon
+\delta_{ij}\,\Gamma\left(\frac{\partial\mu}{\partial\Gamma}\right)_\varepsilon .
\]

The simple equality thus belongs to fixed reference density.

Consider an ideal two-dimensional gas whose binding energy does not depend on strain. With thermal wavelength \(\Lambda\), its contribution to \(f\) is

\[
f_{\rm gas}=nkT\left[\ln\frac{n\Lambda^2}{J}-1\right],
\]

apart from a constant binding energy per atom. Differentiation with respect to \(n\) gives

\[
\mu=kT\left[\ln\frac{n\Lambda^2}{J}-1\right]+nkT\,\frac1n
=kT\ln\frac{n\Lambda^2}{J}.
\]

For \(J=(1+\varepsilon_{xx})(1+\varepsilon_{yy})\), differentiation with respect to strain gives

\[
\tau_{xx}^{\rm gas}=-\frac{nkT}{1+\varepsilon_{xx}} .
\]

At zero strain both sides of the Maxwell relation equal \(-kT\). The stress is negative because the gas pushes outwards. At fixed \(\Gamma=n/J\), however, \(\mu=kT\ln(\Gamma\Lambda^2)\) does not change with strain. The extra term \(\Gamma\,\partial\mu/\partial\Gamma=kT\) has cancelled \(-kT\).

Adsorbates bound to lattice sites behave differently. Stretching moves the sites apart but creates no new ones, so the entropy of arranging atoms on sites at fixed \(n\) contributes no \(-kT\) term.

## (f) Oxygen on a close-packed metal: stress and chemical potential

**A lattice gas has site spacing \(d=0.277\) nm, coverage \(\theta=0.25\) and temperature 500 K. Its energy is**

\[
E=N\left[e_0+c(\varepsilon_{xx}+\varepsilon_{yy})\right]+W,\qquad
W=\sum_{\rm neighbours}w_0\,e^{-(r-d)/\lambda},
\]

**with \(e_0=-1\) eV, \(c=-1.5\) eV, \(w_0=0.15\) eV and \(\lambda=0.1\) nm. Find the adsorption-induced stress and the change of \(\mu\) under 1% equibiaxial tension at fixed \(n\).**

The parameters are rough values in the regime of atomic oxygen on Pt(111), and \(e_0\) is measured from half a gas molecule. The coupling \(c\) is an assumed input, not a computed property of platinum; by itself it fixes \(2c\times0.01=-30\) meV, most of the shift found below. The sum runs over nearest-neighbour pairs. All arrangements on a periodic \(4\times4\) cell are counted, with \(N\) free to fluctuate about the chosen mean coverage. The numbers below belong to this cell. It cannot hold the \(\sqrt3\times\sqrt3\) order that nearest-neighbour repulsion favours, so an extended layer gives different values; part (g) states how different.

Under equibiaxial strain each bond has length \(r=d(1+\varepsilon)\), so at zero strain \(\partial W/\partial\varepsilon=-(d/\lambda)W\). Hence

\[
A_0(\tau_{xx}+\tau_{yy})=2cN-\frac d\lambda\langle W\rangle ,
\]

where \(\tau\) now means the change from the clean surface and \(N\) the mean number. The two components are equal in this cell, so

\[
A_0\tau=cN-\frac{d}{2\lambda}\langle W\rangle,
\qquad
\frac{\partial\tau}{\partial n}=c-\frac{d}{2\lambda}\frac{\partial\langle W\rangle}{\partial N}.
\]

Both the site term and the repulsion are compressive here. The site density is \(2/(\sqrt3\,d^2)=15.05\ {\rm nm}^{-2}\), so \(n=0.25\times15.05=3.76\ {\rm nm}^{-2}\). The count gives \(\tau/n=-1.535\) eV. With \(1\ {\rm eV/nm^2}=0.1602\ {\rm N/m}\),

\[
\tau=-1.535\times3.76\times0.1602\ {\rm N/m}=-0.925\ {\rm N/m}.
\]

The local slope is steeper: \(\partial\tau/\partial n=-1.705\) eV. The formulas above show why. The average repulsion energy per adsorbate is \((1.535-1.500)/1.385=0.025\) eV, whereas one further adsorbate adds \((1.705-1.500)/1.385=0.148\) eV. At this coverage most adsorbates avoid occupied neighbours, but additional ones find this harder. The cell exaggerates the effect: four adsorbates, \(\theta=0.25\), are the most it can hold without occupied neighbours, whereas an extended layer can avoid them up to \(\theta=1/3\). As \(\theta\to0\) the repulsion disappears and the slope tends to \(c=-1.500\) eV.

The strain derivative of \(\mu\), found separately by straining the cell at fixed \(\theta\), is \(-1.705\) eV per component. This agrees with the stress slope to the five decimals listed in the numerical output. The predicted shift is

\[
\Delta\mu\simeq2\times(-1.705\ {\rm eV})\times0.01=-34.1\ {\rm meV}.
\]

Direct evaluation at 1% strain gives \(-34.0\) meV. Using the average \(\tau/n\) instead of the slope would give \(-30.7\) meV, about 10% too small in magnitude for this cell. In long strips 9 and 12 sites wide the slope is \(-1.54\) to \(-1.55\) eV and the average \(-1.52\) eV, so the error there is only 1 to 2%. A stress measured at a single coverage does not supply the required derivative; it must be measured as a function of coverage.

At fixed actual density, \(\Gamma\,\partial\mu/\partial\Gamma=0.426\) eV, and the derivative per component becomes \(-1.705+0.426=-1.279\) eV. The linear shift at 1% equibiaxial strain is then \(-25.6\) meV, and direct evaluation gives \(-25.9\) meV. The choice of density changes the result by about a quarter in this cell, and by about a sixth in those strips.

## (g) Coverage response and comparison with a real surface

**Find the new coverage if \(\mu\) is held fixed during the same strain. Then judge which omissions matter for a platinum film.**

Since \(n\) is proportional to \(\theta\), \(\theta\,\partial\mu/\partial\theta=0.426\) eV, which gives \(\partial\mu/\partial\theta=1.70\) eV. From part (d),

\[
\Delta\theta\simeq-\frac{-0.0341\ {\rm eV}}{1.70\ {\rm eV}}=0.020 .
\]

The linear estimate is therefore \(\theta=0.270\); direct evaluation in the \(4\times4\) cell gives 0.272. The coverage change itself is underestimated by about 9%, although the shift of \(\mu\) at fixed coverage is nearly linear. To restore \(\mu\) in the strained state, 34.0 meV must be recovered over a coverage change of 0.022. The mean isotherm slope there is 1.55 eV, lower than the initial 1.70 eV.

Several omissions alter the numerical coupling. A \(4\times5\) cell gives \(-32.6\) meV instead of \(-34.0\) meV, and a periodic strip of \(9\times96\) sites, which can hold the \(\sqrt3\times\sqrt3\) order, gives about \(-31\) meV. The coverage response depends on cell size much more strongly: in the strip \(\partial\mu/\partial\theta\) is about 1.0 eV instead of 1.70 eV, and the coverage at fixed \(\mu\) rises by about 0.033 instead of 0.022 (0.032 in a strip 12 sites wide). A mean-field estimate of repulsion beyond nearest neighbours adds \(-2.6\) meV. It ignores correlations: counting all pairs exactly gives \(-2.9\) meV in the \(4\times4\) cell and \(-5.7\) meV in a \(3\times6\) cell, which can hold the \(\sqrt3\times\sqrt3\) order. The generic slab of part (c) has a quadratic strain term of about \(-1.2\) meV. Its linear response, \(+12.5\) meV, has the opposite sign to that of the lattice gas, so this indicates only an order of magnitude. Three vibrational modes of 50 meV that soften by 2% for each 1% of area increase add \(-5.8\) meV, or 17% of the main shift. Vibrations and farther neighbours belong in \(f\), so they change \(\partial\mu/\partial\varepsilon\) and \(\partial\tau/\partial n\) equally.

On real Pt(111), oxygen near quarter coverage can form an ordered \(2\times2\) layer, which a nearest-neighbour model in a small cell describes poorly. The strain is also demanding. With rough values of 170 GPa for Young's modulus and 0.39 for Poisson's ratio, the isotropic estimate of the biaxial modulus is 279 GPa, and 1% strain needs a film stress of 2.8 GPa. A (111) film is about 20% stiffer and needs about 3.4 GPa. Ordinary bulk platinum yields well below this, so the example concerns a thin film held by its substrate. At 0.1% strain the linear shift is \(-3.4\) meV.

A free film also breaks the assumption of fixed strain. If a 10 nm film is kept flat and covered on one face, the compressive adsorbate stress expands it by 0.033% with the isotropic modulus, or by about 0.027% with the stiffer (111) value. The latter changes \(\mu\) by about \(2\times(-1.705\ {\rm eV})\times0.00027=-0.9\) meV, or 3% of the main shift.

Fixed \(n\) also requires slow desorption. A 2 eV barrier and an attempt rate of \(10^{13}\ {\rm s}^{-1}\) give \(1.4\times10^7\) s at 500 K. If repulsion lowered the barrier by \(2\times0.148\approx0.30\) eV for a departing pair, the time would fall about a thousandfold, to a few hours. A layer in equilibrium with a gas responds to strain faster than this, because the desorption rate of pairs varies as \(e^{2\mu/kT}\) and \(\mu\) rises steeply with coverage. With the lowered barrier and an unchanged adsorption rate, strain applied within a minute would still act at nearly fixed \(n\). Within an hour or so, exchange with the gas would bring the coverage most of the way to its fixed-\(\mu\) value. These times presume strongly hindered adsorption. The oxygen pressure in equilibrium with the layer is of order \(10^{-3}\) Pa, and detailed balance then makes the assumed desorption rate equivalent to a sticking probability of order \(10^{-5}\). With a sticking probability of 0.01 the exchange would take seconds to tens of seconds, and the layer would follow fixed \(\mu\).

## Computed values

```
Slab model, xx strain, 2x2 cell (generic pair forces)
  d[E(1)-E(0)]/d eps: 0.6250 eV
  A0[tau(1)-tau(0)] from virial: 0.6250 eV
  d[E(2)-E(1)]/d eps: -0.2872 eV
  A0[tau(2)-tau(1)] from virial: -0.2871 eV
  clean-slab virial, 4 layers: 8.6897 eV
  clean-slab virial, 6 layers: 14.0310 eV
  adsorbate virial change, 6 layers: 0.6253 eV
Lattice gas inputs (rough, O on Pt(111)-like surface)
  site spacing: 0.277 nm
  site density: 15.049 nm^-2
  temperature: 500 K
  kT: 43.09 meV
  site energy: -1.00 eV
  site energy per strain component: -1.50 eV
  neighbour repulsion: 0.15 eV
  repulsion decay length: 0.10 nm
  coverage: 0.25
  equibiaxial strain: 1.0 %
Maxwell relation and worked example
  largest closed-cell mismatch, all N: 1.1e-07 eV
  adsorbate density n: 3.762 nm^-2
  mu at zero strain: -0.8830 eV
  adsorption-induced stress: -0.9252 N/m
  d mu/d eps_xx at fixed n: -1.70470 eV
  d tau_xx/d n at fixed strain: -1.70470 eV
  d mu/d eps, equibiaxial: -3.40940 eV
  dilute-limit d tau_xx/d n: -1.50000 eV
  secant tau change / n: -1.53488 eV
  mu shift, direct: -34.037 meV
  mu shift, linear from stress slope: -34.094 meV
  mu shift, linear from secant: -30.698 meV
  strained coverage at fixed mu, direct: 0.27200
  strained coverage at fixed mu, linear: 0.27001
  d mu/d eps_xx at fixed actual density: -1.27878 eV
  density term Gamma d mu/d Gamma: 0.42591 eV
  mu shift at fixed actual density: -25.942 meV
  mobile gas slope at fixed n: -1.00006 kT
  mobile gas slope, fixed actual density: -0.00006 kT
Sizes of neglected effects at the example strain
  mu shift in larger 4x5 cell: -32.637 meV
  farther neighbours, mean field: -2.619 meV
  quadratic strain term, slab model: -1.205 meV
  vibrations (3 modes, 50 meV, softening 2): -5.833 meV
  desorption time (2 eV, 1e13 per s): 1.4e+07 s
  biaxial modulus (E 170 GPa, nu 0.39): 279 GPa
  film stress: 2.79 GPa
  adsorption strain of free 10 nm film: 0.0332 %
```
